# Separating electron and hole photoionization cross sections from a photocapacitance transient

## Problem

A p-type silicon diode at 77 K contains one kind of deep donor. Each trap is either neutral, holding an electron, or positively charged, holding a hole. The electron level lies 0.28 eV above the valence band and 0.89 eV below the conduction band. The diode is one-sided, with area 1.0 mm² and a total band bending of 10 V, held fixed throughout.

A filling pulse loads every trap with a hole. The capacitance under reverse bias is then \(C_0=28.078\) pF. At \(t=0\), light of photon energy 1.05 eV is switched on. The photon flux inside the depletion layer, summed over all passes of the light, is \(\Phi=1.0\times10^{15}\) cm⁻² s⁻¹. The capacitance is \(C_1=28.322\) pF at \(t_1=10\) s and settles at \(C_\infty=28.514\) pF.

After a new filling pulse, prolonged light of 0.60 eV is used instead. It can lift electrons from the valence band into the traps, but cannot lift them from the traps to the conduction band. The capacitance settles at \(C_{\rm ref}=28.656\) pF.

Let \(\sigma_n\) be the cross section at 1.05 eV for exciting a trapped electron to the conduction band, and \(\sigma_p\) that for exciting a trapped hole to the valence band. Find both, neglecting thermal emission and capture.

## A tempting solution

Let \(f\) be the fraction of traps holding an electron. The depletion charge is linear in \(f\), and so is \(C^2\), as derived below. The filling pulse sets \(f=0\), and the 0.60 eV light sets \(f=1\). The steady occupancy under the measuring light is therefore

\[
f_\infty=\frac{C_\infty^2-C_0^2}{C_{\rm ref}^2-C_0^2}
=\frac{24.674}{32.792}=0.7524 .
\]

The distance of \(C^2\) from its final value decays exponentially, so its rate is

\[
R=\frac{1}{t_1}\ln\frac{C_\infty^2-C_0^2}{C_\infty^2-C_1^2}
=\frac{1}{10\ \text{s}}\ln\frac{24.674}{10.913}=0.0816\ \text{s}^{-1}.
\]

The argument now continues as follows. All traps start with a hole, and the transient is the loss of these holes. Its rate must be the hole emission rate, \(R=\sigma_p\Phi\), which gives \(\sigma_p=8.16\times10^{-17}\) cm². In the steady state the two optical processes balance, \(\sigma_p(1-f_\infty)=\sigma_n f_\infty\), so that

\[
\sigma_n=\sigma_p\frac{1-f_\infty}{f_\infty}
=8.16\times10^{-17}\times\frac{0.2476}{0.7524}
=2.69\times10^{-17}\ \text{cm}^2 .
\]

## Where it fails

For traps of uniform occupancy, the readings of \(f_\infty\) and \(R\) are sound, and so is the steady-state balance. The fault is the identification \(R=\sigma_p\Phi\).

A trap holding a hole gains an electron at the rate \(\sigma_p\Phi\), and a trap holding an electron loses it at the rate \(\sigma_n\Phi\). Both processes run throughout the transient:

\[
\frac{df}{dt}=\sigma_p\Phi(1-f)-\sigma_n\Phi f
=\sigma_p\Phi-(\sigma_p+\sigma_n)\Phi f .
\]

Setting the left side to zero gives

\[
f_\infty=\frac{\sigma_p}{\sigma_p+\sigma_n}.
\]

With \(R=(\sigma_p+\sigma_n)\Phi\), we have \(\sigma_p\Phi=Rf_\infty\), and the equation becomes

\[
\frac{df}{dt}=-R(f-f_\infty).
\]

Its solution with \(f(0)=0\) is

\[
f(t)=f_\infty\left(1-e^{-Rt}\right).
\]

The relaxation rate is thus the sum of the two optical rates. The hole emission rate alone appears in the initial slope, \(df/dt|_0=Rf_\infty=\sigma_p\Phi\), before any trap holds an electron that could be emitted. As \(f\) grows, electron emission slows the net change, but it also lowers the final value. The remaining distance therefore closes faster than hole emission alone would close it.

The tempting answer contradicts its own data. Its cross sections add up to \(1.08\times10^{-16}\) cm², which would make the transient relax at 0.108 s⁻¹ instead of the observed 0.0816 s⁻¹. Both values are too large by the factor \(1/f_\infty=1.33\). The identification would be right for \(\sigma_n=0\), when \(f_\infty=1\).

## Correct solution

The definition of \(R\) gives \(\sigma_p+\sigma_n=R/\Phi\). Multiplying this sum by \(f_\infty=\sigma_p/(\sigma_p+\sigma_n)\) isolates \(\sigma_p\), and subtraction leaves \(\sigma_n\):

\[
\boxed{\sigma_p=\frac{Rf_\infty}{\Phi},\qquad
\sigma_n=\frac{R(1-f_\infty)}{\Phi}}
\]

With the measured values,

\[
\sigma_p=\frac{0.08158\times0.7524}{10^{15}}\ \text{cm}^2
=6.14\times10^{-17}\ \text{cm}^2,
\]

\[
\sigma_n=\frac{0.08158\times0.2476}{10^{15}}\ \text{cm}^2
=2.02\times10^{-17}\ \text{cm}^2 .
\]

## Why the square of the capacitance is used

Let \(x\) run from the junction to the depletion edge at \(W\). Ionized acceptors of density \(N_A\) are negative, and traps holding a hole, of density \(N_T(1-f)\), are positive. The net density of negative charges is

\[
\rho=N_A-N_T(1-f)=N_A-N_T+N_Tf .
\]

Filling the traps with electrons raises \(\rho\), narrows the layer and raises the capacitance, as observed.

The field vanishes at \(W\), so its magnitude at \(x\) is \(F(x)=(q/\varepsilon)\int_x^W\rho(x')\,dx'\). Integrating over the layer and exchanging the order of integration gives

\[
V=\int_0^W F\,dx=\frac{q}{\varepsilon}\int_0^W x\,\rho(x)\,dx .
\]

The measuring signal is taken to be too fast for the traps but slow enough for the shallow acceptors and free holes. A small voltage change then moves the edge by \(dW\) while \(f\) stays frozen. The charge changes by \(dQ=qA\rho(W)\,dW\) and the voltage by \(dV=(q/\varepsilon)W\rho(W)\,dW\), where \(A\) is the area. Their ratio is

\[
C=\frac{dQ}{dV}=\frac{\varepsilon A}{W},
\]

whatever the trap profile inside the layer. For uniform \(f\), the voltage integral gives \(V=q\rho W^2/2\varepsilon\), hence \(1/W^2=q\rho/2\varepsilon V\) and

\[
C^2=\frac{q\varepsilon A^2}{2V}\left(N_A-N_T+N_Tf\right).
\]

At fixed \(V\) this is linear in \(f\). The prefactor and the constant term cancel from the ratio that defines \(f_\infty\).

Using \(C\) itself introduces a small error. Write \(C=C_0\sqrt{1+\alpha f}\), where \(\alpha=(C_{\rm ref}^2-C_0^2)/C_0^2=0.0416\). Expanding the square roots to second order in \(\alpha\) gives

\[
\frac{C_\infty-C_0}{C_{\rm ref}-C_0}
\simeq\frac{\alpha f_\infty/2-\alpha^2f_\infty^2/8}{\alpha/2-\alpha^2/8}
\simeq f_\infty\left[1+\frac{\alpha}{4}(1-f_\infty)\right].
\]

The correction is about 0.3 % of \(f_\infty\) here. For small signals it grows in proportion to the trap signal. The rate \(R\) is also read slightly too high, so that \(\sigma_p\) rises by about 0.8 % in all.

## Why the second light is needed

In the uniform model, \(C_0\) fixes \(N_A-N_T\), and the transient amplitude fixes the product \(N_Tf_\infty\). Neither fixes \(f_\infty\) alone.

For example, take \(N_A=1.00\times10^{15}\) cm⁻³, \(N_T=5\times10^{13}\) cm⁻³, \(\sigma_p=6\times10^{-17}\) cm² and \(\sigma_n=2\times10^{-17}\) cm². Compare \(N_A=1.05\times10^{15}\) cm⁻³, \(N_T=1.0\times10^{14}\) cm⁻³, \(\sigma_p=3\times10^{-17}\) cm² and \(\sigma_n=5\times10^{-17}\) cm². Both sets have the same \(N_A-N_T\), the same \(N_Tf_\infty\) and the same sum of cross sections. They give the same transient at every time, although the ratio \(\sigma_p/\sigma_n\) is 3 in one and 0.6 in the other. The reference light removes the ambiguity by supplying the signal for \(f=1\).

The initial state matters too. Consider n-type material with acceptor traps that all start with an electron. Its net positive charge density is \(N_D-N_Tf\), where \(N_D\) is the donor density, and a reference light that emits electrons alone leads to \(f=0\). The measured ratio is then

\[
\frac{C_\infty^2-C_0^2}{C_{\rm ref}^2-C_0^2}
=\frac{(N_D-N_Tf_\infty)-(N_D-N_T)}{N_D-(N_D-N_T)}=1-f_\infty .
\]

The rate \(R\) is unchanged, but the ratio now belongs to \(\sigma_n\). Applying the p-type reading to this case would interchange the two cross sections.

## Traps near the depletion edge

The uniform model neglects capture everywhere. Near the depletion edge this cannot hold, because free holes spill into the layer. With a capture coefficient \(c_p\) and local hole density \(p\), the steady balance is

\[
\sigma_p\Phi(1-f)=\sigma_n\Phi f+c_ppf
\quad\Longrightarrow\quad
f=\frac{\sigma_p\Phi}{R+c_pp}.
\]

Where \(c_pp\gg R\), the traps keep their holes despite the light. The occupancy falls to half its interior value where \(c_pp=R\). Since \(p=p_0e^{-\psi/k_BT}\), with \(\psi\) the band bending energy measured from the neutral region, this boundary lies at

\[
\psi=k_BT\ln\frac{c_pp_0}{R}.
\]

Take a rough capture cross section of \(10^{-15}\) cm², a thermal speed of \(5.92\times10^6\) cm/s and \(p_0=5.69\times10^{14}\) cm⁻³. These last two are model values computed with the free-electron mass and boron freeze-out. Silicon-like hole masses raise the speed to about \(9\times10^6\) cm/s and lower \(p_0\) to 4–5\(\times10^{14}\) cm⁻³, which changes the layer width found below by less than 1 %. Then \(c_pp_0=3.4\times10^6\) s⁻¹. For the rate \(R=0.0800\) s⁻¹ used to generate the data, the logarithm is 17.6 and \(\psi=0.116\) eV.

The charge density in this edge layer is nearly \(N_A-N_T\), so its width obeys \(\psi=q^2(N_A-N_T)\lambda^2/2\varepsilon\), which gives \(\lambda=398\) nm. The whole depletion layer is 3633 nm wide at \(C_\infty\).

Replace the smooth boundary by a step. The term \(N_A-N_T\) extends to \(W\), but \(N_Tf\) extends only to \(W-\lambda\). The voltage integral becomes

\[
V=\frac{q}{2\varepsilon}\left[(N_A-N_T)W^2+N_Tf(W-\lambda)^2\right],
\]

and division by \(W^2\) gives

\[
C^2=\frac{q\varepsilon A^2}{2V}\left[N_A-N_T+gN_Tf\right],
\qquad g=\left(1-\frac{\lambda}{W}\right)^2=0.793 .
\]

The edge layer reduces the trap signal by about a fifth. These values assume an abrupt depletion edge; including the free-hole tail and acceptor freeze-out in Poisson's equation gives \(\lambda=385\) nm and \(g=0.799\), and leaves the occupancy ratio unchanged to three digits. In the ratio for \(f_\infty\), however, \(g\) occurs above and below. It differs between the two lights through \(W\) and the logarithm of the rate, and so nearly cancels only if the reference rate is comparable to \(R\). The data were generated with a reference rate of 0.05 s⁻¹, for which the ratio is 0.753 against a true 0.750. A reference light 100 times slower would give 0.777 and one 100 times faster 0.728, shifting \(\sigma_n\) at fixed \(R\) by about \(-11\) % and \(+9\) %. The reference flux should therefore be set so that the two rates are similar.

This makes the optical reference better than a trap density taken from elsewhere and used without an edge correction. With the correct \(N_T=5\times10^{13}\) cm⁻³, but with \(g\) omitted, the occupancy would be

\[
f_\infty=\frac{N_A-N_T}{N_T}\,\frac{C_\infty^2-C_0^2}{C_0^2}
=19\times\frac{24.674}{788.4}=0.595 ,
\]

and \(\sigma_n\) would come out as \(3.3\times10^{-17}\) cm².

## How accurate the answer is

The capacitances in the problem are synthetic. They come from a position-resolved model that includes hole capture at the edge, and were rounded to 1 fF. Its inputs were \(\sigma_p=6.0\times10^{-17}\) cm² and \(\sigma_n=2.0\times10^{-17}\) cm². Relative to these, the recovered values are high by 2.3 % and 1.0 %.

Most of the error in \(\sigma_p\) comes from \(R\), recovered as 0.0816 s⁻¹ against an input of 0.0800 s⁻¹. It largely survives without rounding, when \(\sigma_p\) is \(6.125\times10^{-17}\) cm², so it belongs mainly to the edge layer. That layer makes the transient slightly non-exponential: from unrounded data the rate reads 0.0818, 0.0813 and 0.0811 s⁻¹ for \(t_1=2\), 10 and 30 s. With uniform occupancy, no edge layer and unrounded capacitances, the same formulas recover both inputs to better than 0.1 %.

The smaller cross section is more exposed to errors in occupancy. At fixed \(R\) and \(\Phi\),

\[
\frac{\delta\sigma_n}{\sigma_n}=-\frac{\delta f_\infty}{1-f_\infty},
\qquad
\frac{\delta\sigma_p}{\sigma_p}=\frac{\delta f_\infty}{f_\infty}.
\]

As \(f_\infty\) approaches 1, \(\sigma_n\) is obtained from a vanishing difference; as \(f_\infty\) approaches 0, \(\sigma_p\) becomes the weak result. Here, a 1 fF error in any one reading changes \(\sigma_n\) by at most about 1.1 %.

Two errors of preparation can be followed in the same way.

- **Impure reference.** Suppose the reference light also emits electrons, with \(\sigma_n/\sigma_p=r\) at its photon energy. It then leads to \(f=1/(1+r)\), and the ratio returns \(f_\infty(1+r)\). For \(r=0.01\) and a true \(f_\infty=0.75\), the reading is 0.7575, and \(\sigma_n\) falls by 3 % at fixed \(R\).
- **Incomplete filling.** Suppose traps carrying a fraction \(w\) of the full signal already hold electrons at the start. The three values of \(C^2\) then correspond to \(w\), \(f_\infty\) and 1, so the ratio returns \((f_\infty-w)/(1-w)\). If 0.1 V of band bending remains during the filling pulse and no trap in the residual layer captures a hole, \(w=0.013\). The reading from unrounded data then drops from 0.753 to 0.750. The occupancy lands nearer the input because this error opposes that of the edge layer, but \(R\) stays high, so \(\sigma_n\) moves away from its input, from \(2.005\times10^{-17}\) to \(2.03\times10^{-17}\) cm². This is a worst case for that layer: holes spill into it as well, and with the capture coefficient used above, a pulse of 1 ms leaves \(w\) below 0.001.

## Comparison with a real diode

The level position is roughly that of molybdenum in silicon. The cross sections and densities are round model values, not measured ones. A lower trap density shrinks the signal, so a given reading error matters more. At 77 K the estimated thermal hole emission is about \(10^{-8}\) s⁻¹, far below \(R\); it would reach 1 % of \(R\) near 103 K. With a rough electron capture cross section of \(10^{-14}\) cm², and carriers taken to drift at their thermal speed, capture from a leakage current reaches 1 % of \(R\) at about \(1.3\times10^{-8}\) A/cm². The internal flux also needs care. A bare surface of refractive index 3.5 reflects 31 % at normal incidence. If the light makes a single pass and the incident flux is used by mistake, both cross sections come out 31 % too low, while their ratio is unaffected.

The electric field limits the choice of photon energies. An electron leaving the trap is attracted by the positive charge left behind, and the field lowers this barrier. At the maximum field, 0.055 MV/cm, the lowering is 0.052 eV, so electron emission may begin near 0.84 eV instead of 0.89 eV. The reference photons at 0.60 eV stay well below this range. The measuring photons at 1.05 eV lie above it and below the 1.17 eV band gap. Any remaining field dependence of \(\sigma_n\) is outside the model and would make the result an average over the depletion layer.

The numerical output below lists the inputs, readings and error estimates.

## Calculated quantities

```
temperature = 77 K; area = 1.0 mm2
acceptors N_A = 1.0e+15 cm^-3; traps N_T = 5.0e+13 cm^-3
total band bending V = 10.0 V; relative permittivity = 11.7
photon flux = 1.0e+15 cm^-2 s^-1
hole threshold = 0.28 eV; electron = 0.89 eV
gap = 1.17 eV; photons: reference 0.60 eV, measuring 1.05 eV
C_0 = 28.078 pF
C_1 at t_1 = 10 s: 28.322 pF
C_inf = 28.514 pF
C_ref = 28.656 pF
C_inf^2 - C_0^2 = 24.674 pF^2
C_inf^2 - C_1^2 = 10.913 pF^2
C_ref^2 - C_0^2 = 32.792 pF^2
recovered R = 0.08158 s^-1; time constant = 12.26 s
recovered f_inf = 0.7524
recovered sigma_p = 6.139e-17 cm2; input 6.0e-17 cm2
recovered sigma_n = 2.020e-17 cm2; input 2.0e-17 cm2
input R = 0.0800 s^-1; input f_inf = 0.7500
errors: sigma_p +2.31 %, sigma_n +0.99 %
unrounded data: sigma_p 6.125e-17, sigma_n 2.005e-17 cm2
initial slope of f, uniform model = 0.05998 s^-1
same-transient alternative: N_A = 1.05e+15, N_T = 1.0e+14 cm^-3
alternative sigma_p = 3.0e-17, sigma_n = 5.0e-17 cm2
using C, not C^2: sigma_p 6.187e-17, sigma_n 2.015e-17 cm2
1 fF error in one reading: sigma_n changes <= 1.06 %
rough capture cross sections: hole 1e-15, electron 1e-14 cm2
thermal speed = 5.92e+06 cm/s; free holes = 5.69e+14 cm^-3
edge layer: bending 0.116 eV, width 398 nm
depletion width at C_inf = 3633 nm
edge factor (1-lambda/W)^2 = 0.793
apparent N_T without edge correction = 3.95e+13 cm^-3
100x hole capture: recovered sigma_n = 2.005e-17 cm2
1 % impure reference: f_inf 0.7575, sigma_n 1.940e-17 cm2
0.1 V left in filling pulse: weight 0.0130, f_inf 0.7502
  and sigma_n = 2.031e-17 cm2
thermal hole emission at 77 K = 9.1e-09 s^-1
thermal emission reaches 1 % of R at 103 K
photocarrier recapture / R, estimate = 1.8e-04
leakage giving capture of 1 % of R = 1.3e-08 A/cm2
maximum field = 0.0553 MV/cm
Coulomb barrier lowering at that field = 0.052 eV
field broadening energy (mass 0.3 m0) = 0.016 eV
single-surface reflection (index 3.5) = 30.9 %
```
